Flory–Huggins critical point of a polymer solution and resist development

When exposure cuts the chains of a resist, a developer can separate exposed from unexposed material partly because it mixes differently with short and long chains. This problem finds the conditions under which a polymer and a solvent mix in all proportions, and applies them to such a resist.

The model is a lattice of M sites with z neighbours per site. Each of n_s solvent molecules fills one site, and each of n_p identical flexible chains fills N sites. No site is empty, so M = n_s + N n_p, and the polymer volume fraction is φ = N n_p/M. Edge effects are ignored. In the algebra k_BT is kept as an energy; the numerical example uses meV.

**(a) Find the entropy of mixing, taking the chance that a neighbouring site is free to be the mean free fraction of the lattice.**

Place the chains one segment at a time. When j segments are already placed, M − j sites are free. The first segment of a chain has M − j choices. The second must be next to the first: it has z neighbouring sites, each free with probability (M − j)/M. Each later segment has z − 1 candidate sites, because one neighbour holds the previous segment.

Over all segments, the factors M − j multiply to M(M − 1)…(n_s + 1) = M!/n_s!. Each chain also brings N − 1 factors 1/M and a constant C = z(z − 1)^(N−2), with C = 1 for N = 1. Dividing by n_p! for identical chains gives

Ω = [M!/(n_s! n_p!)] [C/M^(N−1)]^(n_p).

The solvent then fills the remaining sites in one way. Stirling's formula, ln m! ≈ m ln m − m, gives

ln Ω = M ln M − M − n_s ln n_s + n_s − n_p ln n_p + n_p + n_p ln C − n_p(N − 1) ln M.

The coefficient of ln M is M − n_p(N − 1) = n_s + n_p. The terms without logarithms add to −M + n_s + n_p = −n_p(N − 1). Hence

ln Ω = −n_s ln(n_s/M) − n_p ln(n_p/M) + n_p[ln C − (N − 1)].

Pure solvent has ln Ω = 0. Pure disordered polymer has n_s = 0 and n_p/M = 1/N, so

ln Ω₀ = n_p ln N + n_p[ln C − (N − 1)].

Subtracting removes the bracket, and with it the coordination number. Since N n_p/M = φ and n_s/M = 1 − φ,

ΔS/k_B = −n_s ln(1 − φ) − n_p ln φ.

Chains contribute per chain, not per segment. Joining N segments removes most of the freedom they would have as separate molecules.

**(b) Add the contact energy and find the free energy of mixing per site.**

Let ε_pp, ε_ss and ε_ps be the energies of neighbouring pairs. There are Mz/2 pairs. For random mixing,

E/M = (z/2)[φ²ε_pp + (1 − φ)²ε_ss + 2φ(1 − φ)ε_ps].

The separate pure materials have energy (z/2)[φε_pp + (1 − φ)ε_ss] per site. Because φ² − φ = −φ(1 − φ), and likewise (1 − φ)² − (1 − φ) = −φ(1 − φ), the difference is

ΔE/M = z w φ(1 − φ), w = ε_ps − (ε_pp + ε_ss)/2.

Contacts along the chain do not change on mixing, so z is an effective number of outside contacts. Define χ = zw/k_BT. With n_s/M = 1 − φ and n_p/M = φ/N, the free energy per site divided by k_BT is

f(φ) = (φ/N) ln φ + (1 − φ) ln(1 − φ) + χφ(1 − φ).

Positive χ means that unlike contacts are unfavourable. Local packing can also change the entropy, so in applications χ is treated as a free-energy parameter, here independent of φ.

**(c) When does a uniform mixture separate, and where does it become locally unstable?**

Let a fraction y of the sites have composition φ₂ and the rest φ₁, with (1 − y)φ₁ + yφ₂ = φ. For large phases the interface energy is negligible, and the free energy is (1 − y)f(φ₁) + y f(φ₂). This is the height at φ of the chord joining the two points on the curve f. Separation is favourable when some chord passes below the curve.

If f'' ≥ 0 everywhere, no chord does so, and all compositions mix. If f'' < 0 at some φ, splitting into equal parts at φ ± u changes the free energy by f''u²/2 < 0 for small u. Differentiating,

f' = (ln φ + 1)/N − ln(1 − φ) − 1 + χ(1 − 2φ),

f'' = 1/(Nφ) + 1/(1 − φ) − 2χ.

The limit of local stability, the spinodal, is therefore

χ_s(φ) = ½[1/(Nφ) + 1/(1 − φ)].

A mixture can be locally stable and still lower its free energy by a large change of composition, so the spinodal is not the full coexistence curve.

**(d) Find the critical composition and the critical interaction parameter.**

Demixing first becomes possible at the lowest value of χ_s. Its derivative is zero when

−1/(Nφ²) + 1/(1 − φ)² = 0.

Both φ and 1 − φ are positive, so the square root gives 1 − φ = √N φ, and

φ_c = 1/(1 + √N).

This is a minimum, and the only one, because χ_s'' = 1/(Nφ³) + 1/(1 − φ)³ is positive throughout. Now 1 − φ_c = √N/(1 + √N), so

1/(Nφ_c) = (1 + √N)/N, 1/(1 − φ_c) = (1 + √N)/√N.

Their sum is (1 + √N)(1 + √N)/N. Half of it is

χ_c = ½(1 + 1/√N)² = ½ + 1/√N + 1/(2N).

For χ ≤ χ_c all compositions mix. At χ_c itself f'' vanishes at one point, which does not spoil convexity. For χ > χ_c some compositions separate.

For N = 1 the result is φ_c = 1/2, as the symmetry between two small molecules requires, and χ_c = 2. For N = 100 it is 0.091 and 0.605; for N = 10000, 0.0099 and 0.510. As N → ∞ the limits are 0 and 1/2. Long chains have little mixing entropy to oppose separation, so a smaller χ suffices.

**(e) How do the two phases move apart just above χ_c?**

Write x = φ − φ_c and δ = χ − χ_c > 0. At φ_c, f'' = −2δ. The interaction term is quadratic in φ, so f''' does not contain χ and remains zero there. With s = √N,

f'''' = 2/(Nφ_c³) + 2/(1 − φ_c)³ = 2(1 + s)³/s² + 2(1 + s)³/s³ = 2(1 + s)⁴/s³.

A constant and a term linear in x do not affect which chord lies lowest. The rest of f is, to leading order, −δx² + f''''x⁴/24. Its two equal minima satisfy −2δx + f''''x³/6 = 0, so

x² = 12δ/f'''' = 6δN^(3/2)/(1 + √N)⁴.

The phases lie at φ_c ± |x|, and their separation grows as √δ. The expansion needs |x| ≪ φ_c. For large N, x² ≈ 6δ/√N and φ_c² ≈ 1/N, so this means 6δ√N ≪ 1.

The case N = 1 gives an independent route. By symmetry the phases satisfy f' = 0, or ln[(1 + 2x)/(1 − 2x)] = 2χx. The left side is 4x + 16x³/3 to this order, and the right side is 4x + 2δx. Thus x² = 3δ/8, which agrees with the general formula.

**(f) Find the conditions for coexistence farther from the critical point.**

Each species must have the same chemical potential in both phases. Since Mφ(1 − φ) = n_sφ, the total free energy is

G/k_BT = n_s ln(1 − φ) + n_p ln φ + χn_sφ.

From φ = N n_p/(n_s + N n_p), ∂φ/∂n_s = −φ/M and ∂φ/∂n_p = N(1 − φ)/M. At fixed molecule numbers,

∂(G/k_BT)/∂φ = −n_s/(1 − φ) + n_p/φ + χn_s = M[−1 + 1/N + χ(1 − φ)].

Adding the explicit derivatives, ln(1 − φ) + χφ for solvent and ln φ for a chain, gives

μ_s/k_BT = ln(1 − φ) + (1 − 1/N)φ + χφ²,

μ_p/k_BT = ln φ + (1 − N)(1 − φ) + Nχ(1 − φ)².

For small φ, μ_s/k_BT = −φ/N − (½ − χ)φ² to second order. The pair term vanishes at χ = 1/2, which defines the theta temperature. This is also the critical value for infinite N.

**(g) A poly(methyl methacrylate) (PMMA) resist of 950 kg/mol is cut by exposure to 10 kg/mol and developed at 263 K. Take a polymer density of 1.18 g/cm³, a solvent volume of 0.25 nm³, and χ = 0.20 + ε/k_BT with ε = 8.0 meV. What does the model predict?**

Dividing molar mass by density and Avogadro's number gives chain volumes of 1337 and 14.07 nm³. Division by 0.25 nm³ gives N ≈ 5350 and 56.3, with √N = 73.1 and 7.50. Therefore

unexposed: φ_c = 1/74.1 = 0.0135, χ_c = ½(1 + 1/73.1)² = 0.514;

fragments: φ_c = 1/8.50 = 0.118, χ_c = ½(1 + 1/7.50)² = 0.642.

At 263 K, k_BT = 22.66 meV and χ = 0.20 + 8.0/22.66 = 0.553. This lies between the critical values: fragments mix with the solvent in all proportions, while long chains can separate from it.

Since ε > 0, cooling raises χ. Setting χ = χ_c gives

T_c = ε/[k_B(χ_c − 0.20)],

which is 296 K for the long chains and 210 K for the fragments. With these assumed parameters the long chains are almost at their critical point at room temperature, and cooling creates the thermodynamic contrast. The theta temperature is about 310 K.

At 263 K the conditions of part (f) give a polymer-rich phase with φ = 0.139. The other phase is nearly pure solvent, with μ_s ≈ 0. In the rich phase,

ln(0.8613) + 0.1387 + 0.553 × 0.1387² = −0.1493 + 0.1387 + 0.0106 ≈ 0,

as required. A 100 nm film held laterally by its substrate would swell to 100/0.1387 ≈ 720 nm at equilibrium in excess solvent. Unexposed resist is therefore not predicted to stay dry.

**(h) Which neglected effects could change this prediction?**

*Spread of chain lengths.* Let lengths N_i have volume fractions φ_i, with sum φ. For small changes u_i with sum U, the second-order change of f is half of

Σu_i²/(N_iφ_i) + [1/(1 − φ) − 2χ]U².

By the Cauchy–Schwarz inequality the first sum is at least U²/ΣN_iφ_i, with equality for u_i proportional to N_iφ_i. The stability limit therefore has N replaced by N_w = ΣN_iφ_i/φ. If each bond of a very long chain is cut with probability q, a fragment has length i with probability q(1 − q)^(i−1). Its mean length is 1/q and its mean square length is (2 − q)/q², so N_w = (2 − q)/q, about twice the mean. Simulated random cutting of the 950 kg/mol chains to about 10 kg/mol gave a ratio of 1.98. With N_w = 2N, the fragments' lowest stability limit falls from χ = 0.642 to 0.599.

*Composition-dependent interaction.* Suppose χ in μ_s becomes χ₀ + bφ. Since μ_s/k_BT = f − φf', this adds −bφ³/2 to f: the combination gives −bφ³/2 + 3bφ³/2 = bφ³, as needed. The spinodal for χ₀ is then lowered by 3bφ/2. For an assumed b = 0.20, the fragment threshold falls to 0.602 without a length spread, and to 0.569 with both effects. With χ₀ held at 0.553, the margin shrinks from 0.089 to 0.016. The fragments remain locally stable at their original length distribution. A second phase richer in the longer fragments would have a larger N_w, however, so separation by a large composition change can begin at lower χ. For an exponential distribution of lengths and b = 0.20, equating the chemical potentials of the solvent and of every chain length puts the lowest onset at χ₀ ≈ 0.566, still above 0.553. For the long chains b lowers the threshold to 0.509, so they still separate, but they swell less. With μ_s ≈ 0 and 1/N neglected, the rich phase satisfies ln(1 − φ) + φ + χ₀φ² + bφ³ = 0, which gives φ ≈ 0.250 (0.248 if the 1/N term is kept). The 100 nm film would then swell to about 400 nm instead of 720 nm, so the predicted swelling is much more sensitive to b than the threshold is.

*Non-uniform density.* An ideal coil of n units and step a has squared radius of gyration (a²/n²)Σg(n − g), summed over unit separations g, or a²n/6 for large n. With a = 0.65 nm and 100.12 g/mol per unit, the radii are 25.8 and 2.65 nm. At φ_c one coil volume then contains material equal to 0.73 chains for unexposed resist and 0.65 for fragments. Coils barely overlap, so a uniform segment density is doubtful. Longer chains do not cure this: φ_c falls as 1/√N, while coil volume divided by chain volume grows as √N. The computed dilute phase, φ ≈ 10⁻¹⁰, should likewise not be read as a real solubility, because an isolated chain keeps its own segments close together.

*Glassy film.* The empirical Fox rule sets 1/T_g equal to the weight-averaged inverse glass temperatures. With 380 K for the polymer and 120 K for the solvent, softening at 263 K needs a solvent weight fraction of

(1/263 − 1/380)/(1/120 − 1/380) = 0.205.

For a solvent density of 0.88 g/cm³, the equilibrium film contains 0.82, or 0.69 if b = 0.20. Equilibrium swelling would soften the film, but solvent must first enter a glass, and f says nothing about how fast.

*The real process.* PMMA of this molar mass is an established electron-beam resist, and cold development is a real technique. The parameters here are rough values meant for a marginal ester solvent such as n-amyl acetate, not fitted data. Some PMMA developers are mixtures, such as methyl isobutyl ketone with isopropanol, whose components can enter the film in different proportions; this model has no such freedom. Development also stops after a finite time, so neither the sevenfold swelling nor complete mixing need be reached. Within the simple model, χ between 0.514 and 0.642 is the range in which fragments mix at every composition while long chains separate at some composition. This is not the condition for contrast in excess developer, where each material dissolves until the dilute side of its coexistence curve is reached. For a 100 nm film under 1 cm of developer, an overall φ of 10⁻⁵, the model dissolves the long chains completely up to χ ≈ 0.533 and the uniform fragments up to χ ≈ 0.94, subject to the doubts about dilute phases noted above. With b = 0.20 for both materials and the length spread applied only to the fragments, the range of χ₀ for which long chains separate at some composition and fragments are locally stable at all compositions narrows to 0.509–0.569. The numerical output lists the input values.

Values computed for the example and the checks

```
placement-count entropy 0.32480 k/site
formula entropy 0.32482 k/site
random-lattice energy / formula 1.0005
near-critical half-width, N=100 0.002024
half-width formula 0.002024
N=1: phi_c 0.50000, chi_c 2.00000
N=100: phi_c 0.09091, chi_c 0.60500
N=10000: phi_c 0.00990, chi_c 0.51005
inputs: density polymer 1.18, solvent 0.88 g/cm3
inputs: cell volume 0.25 nm3, repeat unit 100.12 g/mol
inputs: chi_S 0.2, epsilon 8.0 meV
inputs: coil step 0.65 nm, dry film 100.0 nm
inputs: Tg polymer 380.0 K, Tg solvent 120.0 K
development temperature 263.0 K, kT 22.664 meV
chi at development 0.5530
chi at 296.0 K 0.5136
theta temperature (chi = 1/2) 309.5 K
unexposed: M 950 kg/mol, chain 1336.87 nm3
unexposed: N 5347.5, sqrt(N) 73.127
unexposed: phi_c 0.01349, chi_c 0.51377
unexposed: T_c 295.9 K
unexposed: coil radius 25.85 nm
unexposed: chains per coil volume at phi_c 0.73
fragment: M 10 kg/mol, chain 14.07 nm3
fragment: N 56.3, sqrt(N) 7.503
fragment: phi_c 0.11761, chi_c 0.64217
fragment: T_c 210.0 K
fragment: coil radius 2.65 nm
fragment: chains per coil volume at phi_c 0.65
unexposed spinodal phi 0.00180 and 0.09420
unexposed dilute phase log10(phi) -10.35
unexposed rich phase phi 0.1387
equilibrium swollen film 721 nm
simulated scission N_w/N_n 1.982
fragment stability limit, N_w = 2N: chi 0.5987
assumed growth of chi with phi: 0.2
fragment with growth: phi_c 0.1504, chi_0 0.6025
fragment, both effects: phi 0.1146, chi_0 0.5691
unexposed with growth: phi_c 0.0206
unexposed with growth: chi_0 0.5089
solvent weight fraction to soften glass 0.205
solvent weight fraction at equilibrium 0.822
```
